# Energy-periodic null states of the zero-field collision operator: a numerical check

```python
# RESULT UNDER TEST
# Elastic scattering plus one sharp optical-phonon energy hw leaves, at zero
# field, every f = exp(-E/kT) p(E) with p(E + hw) = p(E) stationary, and no
# other f. A weak field selects one p, generally not constant; inelastic
# acoustic scattering selects constant p when the field tends to zero.
# Symbols: E energy (meV), g density of states, M = exp(-E/kT), f occupation,
# n = g f population per cell, N phonon occupation, tau collision time (ps),
# F field (V/cm). A generator G[to, from] holds transition rates in 1/ps.
# Material numbers are rough values for electrons in germanium at 77 K.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import expm

rng = np.random.default_rng(12)
hbar, charge, m0 = const.hbar, const.e, const.m_e
meV = 1e-3 * charge
temperature = 77.0
kT = const.k * temperature / meV
hw = 37.0
mass_ratio = 0.22
mass = mass_ratio * m0
density = 5320.0
sound = 5400.0
acoustic_potential = 11.0
optical_coupling = 5.5e8       # eV/cm
N = 1 / np.expm1(hw / kT)


def dos(E):
    """States per joule and cubic metre, one spin, one valley."""
    return ((2 * mass)**1.5 * np.sqrt(np.maximum(E, 0) * meV)
            / (4 * np.pi**2 * hbar**3))


optical_factor = (np.pi * (optical_coupling * 100 * charge)**2
                  / (density * hw * meV / hbar) * 1e-12)
acoustic_factor = (2 * np.pi / hbar * (acoustic_potential * charge)**2
                   * kT * meV / (density * sound**2) * 1e-12)


def acoustic(E):
    return acoustic_factor * dos(E)


def absorption(E):
    return optical_factor * N * dos(E + hw)


def emission(E):
    return optical_factor * (N + 1) * dos(E - hw)


def total_rate(E):
    return acoustic(E) + absorption(E) + emission(E)


def field_diffusion(E, F):
    """Energy diffusion by the field, meV^2/ps."""
    return ((charge * 100 * F)**2 * 2 * E * meV / (3 * mass)
            / (total_rate(E) * 1e12) / meV**2 * 1e-12)


def acoustic_diffusion(E):
    """Energy diffusion by acoustic phonons, meV^2/ps."""
    return 2 * mass * sound**2 / meV * E * acoustic(E)


# ---- null space of direction-resolved operators with random kernels ----
def resolved_generator(shells, cell, shifts, directions, elastic):
    E = (np.arange(shells) + 0.5) * cell
    g = np.sqrt(E)
    d = directions
    R = np.zeros((shells * d, shells * d))
    if elastic:
        for i in range(shells):
            K = rng.uniform(0.5, 1.5, (d, d))
            a = slice(i * d, (i + 1) * d)
            R[a, a] += (K + K.T) * g[i]
    for s in shifts:
        occupation = 1 / np.expm1(s * cell / kT)
        for i in range(shells - s):
            K = rng.uniform(0.5, 1.5, (d, d))
            a = slice(i * d, (i + 1) * d)
            b = slice((i + s) * d, (i + s + 1) * d)
            R[b, a] += K * occupation * g[i + s]
            R[a, b] += K.T * (occupation + 1) * g[i]
    np.fill_diagonal(R, 0)
    R -= np.diag(R.sum(axis=0))
    return R, np.repeat(g * np.exp(-E / kT), d)


def null_space(R, measure):
    """Nullity, and f/M of the null vectors (diagonal scaling keeps nullity)."""
    s = np.sqrt(measure)
    _, sv, vt = np.linalg.svd(R * s / s[:, None])
    nullity = int(np.sum(sv < 1e-11 * sv[0]))
    assert nullity > 0 and sv[-nullity - 1] > 1e-8 * sv[0]
    return nullity, vt[-nullity:] / s


per, shells, dirs = 12, 48, 3
cell = hw / per
null_elastic, _ = null_space(*resolved_generator(shells, cell, [], dirs, True))
null_optical, _ = null_space(*resolved_generator(shells, cell, [per], dirs, False))
R, measure = resolved_generator(shells, cell, [per], dirs, True)
null_both, ratio = null_space(R, measure)
null_12_8, _ = null_space(*resolved_generator(shells, cell, [12, 8], dirs, True))
null_12_13, _ = null_space(*resolved_generator(shells, cell, [12, 13], dirs, True))
assert null_elastic == shells
assert null_optical == null_both == per
assert null_12_8 == np.gcd(12, 8) and null_12_13 == 1
ratio = ratio.reshape(null_both, shells, dirs)
scale = np.abs(ratio).max()
assert np.abs(ratio[:, per:] - ratio[:, :-per]).max() < 1e-6 * scale
assert np.abs(ratio - ratio[:, :, :1]).max() < 1e-6 * scale

phi = rng.normal(size=measure.size)
loss_form = -phi @ (R @ (measure * phi))
off = R - np.diag(np.diag(R))
square_form = 0.5 * np.sum(off * measure * (phi[:, None] - phi)**2)
assert abs(loss_form / square_form - 1) < 1e-10

# two phonon energies of 37 and 28 meV on a quarter-meV grid
null_37_28, _ = null_space(*resolved_generator(740, 0.25, [148, 112], 1, False))
assert null_37_28 == 4


# ---- continuous energy: a discontinuous periodic p is also stationary ----
def relative_residual(E, period):
    def f(x):
        return np.exp(-x / kT) * np.where((x / period) % 1 < 0.4, 2.0, 0.5)
    low = np.where(E > hw, f(np.maximum(E - hw, 0)), 0)
    gain = optical_factor * ((N + 1) * dos(E + hw) * f(E + hw)
                             + N * dos(E - hw) * low)
    loss = (absorption(E) + emission(E)) * f(E)
    return np.max(np.abs(gain - loss) / loss)


probe = rng.uniform(0.1, 4 * hw, 500)
assert relative_residual(probe, hw) < 1e-9
assert relative_residual(probe, 0.9 * hw) > 0.1


# ---- energy-space generators with the germanium rates ----
def optical_generator(cells, periods):
    h = hw / cells
    E = (np.arange(cells * periods) + 0.5) * h
    G = np.zeros((E.size, E.size))
    i = np.arange(E.size - cells)
    G[i + cells, i] = absorption(E[i])
    G[i, i + cells] = emission(E[i + cells])
    return E, h, G - np.diag(G.sum(axis=0))


def neighbour_generator(up, down):
    G = np.zeros((up.size + 1, up.size + 1))
    i = np.arange(up.size)
    G[i + 1, i] = up
    G[i, i + 1] = down
    return G - np.diag(G.sum(axis=0))


# two packets, equal density, relaxing at zero field
cells, periods = 74, 5
E, h, G = optical_generator(cells, periods)
weight = np.sqrt(E) * np.exp(-E / kT)
propagator = expm(G * 3e4)
packet_results = []
for centre in (8.0, 28.0):
    start = np.exp(-0.5 * ((E - centre) / 2)**2)
    start /= start.sum()
    end = propagator @ start
    ladder = start.reshape(periods, cells).sum(axis=0)
    B = weight.reshape(periods, cells).sum(axis=0)
    predicted = weight * np.tile(ladder / B, periods)
    assert np.abs(end - predicted).sum() < 1e-6
    packet_results.append((E @ start, E @ end))
assert packet_results[1][1] - packet_results[0][1] > 5

# finer grid for null states, fields and inelastic acoustic scattering
cells, periods = 296, 4
E, h, G_opt = optical_generator(cells, periods)
g = np.sqrt(E)
M = np.exp(-E / kT)
mid = (np.arange(E.size - 1) + 1) * h
g_mid = np.sqrt(mid)


def field_generator(F):
    c = g_mid * field_diffusion(mid, F) / h**2
    return neighbour_generator(c / g[:-1], c / g[1:])


c_ac = g_mid * acoustic_diffusion(mid) * np.exp(-mid / kT) / h**2
G_ac = neighbour_generator(c_ac / (g * M)[:-1], c_ac / (g * M)[1:])


def steady(G):
    system = G.copy()
    system[0] = 1
    rhs = np.zeros(E.size)
    rhs[0] = 1
    return np.linalg.solve(system, rhs)


def mobility(n):
    """cm^2/Vs, from Joule power per electron at unit field."""
    f = n / g
    power = np.sum(g_mid * field_diffusion(mid, 1.0) * (f[:-1] - f[1:])) / h
    return power / n.sum() * 1e9


null_states = []
for a in (0.0, 0.8, -0.8):
    n = g * M * (1 + a * np.cos(2 * np.pi * E / hw))
    n /= n.sum()
    assert np.abs(G_opt @ n).max() < 1e-11 * np.abs(np.diag(G_opt) * n).max()
    null_states.append((a, E @ n, mobility(n)))
assert abs(null_states[0][1] / (1.5 * kT) - 1) < 0.01

# ---- state selected by a vanishing field ----
theta = np.linspace(0, hw, 20001)
A = sum(np.sqrt(theta + j * hw) * np.exp(-(theta + j * hw) / kT)
        * field_diffusion(theta + j * hw, 1.0) for j in range(8))
u = np.concatenate([theta, theta[1:] + hw])
A_two = np.concatenate([A, A[1:]])
C = cumulative_trapezoid(np.exp(-u / kT) / A_two, u, initial=0)
p_star = np.exp(theta / kT) * (C[theta.size - 1:] - C[:theta.size])
p_cells = np.interp(E % hw, theta, p_star)
n_star = g * M * p_cells
p_norm = n_star.sum() / (g * M).sum()
n_star /= n_star.sum()
weak_F, strong_F = 0.02, 60.0
n_weak = steady(G_opt + field_generator(weak_F))
assert np.abs(n_weak - n_star).sum() < 0.02
assert abs(E @ n_weak / (E @ n_star) - 1) < 0.01
assert E @ n_star > 1.1 * 1.5 * kT
n_strong = steady(G_opt + field_generator(strong_F))

n_weak_ac = steady(G_opt + G_ac + field_generator(weak_F))
n_max = g * M / (g * M).sum()
assert np.abs(n_weak_ac - n_max).sum() < 0.01
n_strong_ac = steady(G_opt + G_ac + field_generator(strong_F))

# slowest relaxation once acoustic energy exchange is allowed, zero field
s = np.sqrt(g * M)
S = (G_opt + G_ac) * s / s[:, None]
assert np.abs(S - S.T).max() < 1e-9 * np.abs(S).max()
eigen = np.linalg.eigvalsh((S + S.T) / 2)
assert abs(eigen[-1]) < 1e-8 and eigen[-2] < -1e-6
relaxation = -1 / eigen[-2]

# acoustic energy diffusion from the golden rule with true phonon energies
E_test = 1.5 * kT
k = np.sqrt(2 * mass * E_test * meV) / hbar
golden = 0.0
for sign, extra in ((1, 0), (-1, 1)):
    q = np.linspace(1e-6 * k, 2 * k + sign * 2 * mass * sound / hbar, 20001)
    x = hbar * sound * q
    rate_q = ((acoustic_potential * charge)**2 * mass * q**2
              / (4 * np.pi * density * sound * hbar**2 * k)
              * (1 / np.expm1(x / (kT * meV)) + extra))
    golden += 0.5 * trapezoid(x**2 * rate_q, q) / meV**2 * 1e-12
assert abs(golden / acoustic_diffusion(E_test) - 1) < 0.05
cross_F = np.sqrt(3) * mass * sound * acoustic(kT) * 1e12 / charge / 100
assert abs(field_diffusion(kT, cross_F) / acoustic_diffusion(kT) - 1) < 0.03

# ---- three-dimensional Monte Carlo, elastic acoustic scattering ----
electrons, steps, burn = 6000, 4000, 2000
gamma = total_rate(5 * hw)
energy = np.where(np.arange(electrons) < electrons // 2, 5.0, 30.0)


def isotropic_velocity(E):
    speed = np.sqrt(2 * E * meV / mass)
    c = rng.uniform(-1, 1, E.size)
    angle = rng.uniform(0, 2 * np.pi, E.size)
    t = speed * np.sqrt(1 - c**2)
    return np.array([t * np.cos(angle), t * np.sin(angle), speed * c])


v = isotropic_velocity(energy)
energy_sum = np.zeros(electrons)
drift_sum = 0.0
acceleration = charge * 100 * strong_F / mass
for step in range(steps):
    v[2] += acceleration * rng.exponential(1e-12 / gamma, electrons)
    energy = 0.5 * mass * (v * v).sum(axis=0) / meV
    if step >= burn:
        energy_sum += energy
        drift_sum += v[2].mean()
    r1 = acoustic(energy)
    r2 = r1 + absorption(energy)
    r3 = r2 + emission(energy)
    assert r3.max() <= gamma
    draw = rng.uniform(0, gamma, electrons)
    hit = np.flatnonzero(draw < r3)
    change = np.where(draw < r1, 0.0, np.where(draw < r2, hw, -hw))
    v[:, hit] = isotropic_velocity((energy + change)[hit])
mc_energy = energy_sum / (steps - burn)
mc_low = mc_energy[:electrons // 2].mean()
mc_high = mc_energy[electrons // 2:].mean()
mc_mobility = drift_sum / (steps - burn) / (100 * strong_F) * 1e4
assert abs(mc_low / mc_high - 1) < 0.05
assert abs(mc_energy.mean() / (E @ n_strong) - 1) < 0.04
assert abs(mc_mobility / mobility(n_strong) - 1) < 0.05

# ---- sizes of other neglected effects ----
m_long, m_trans = 1.6, 0.08
m_cond = 3 / (1 / m_long + 2 / m_trans)
m_dos = (m_long * m_trans**2)**(1 / 3)
second_hw, second_coupling, final_valleys = 28.0, 3.0e8, 3
second_ratio = (final_valleys * (second_coupling / optical_coupling)**2
                * hw / second_hw)
carriers = 1e10
Nc = 8 * (mass * kT * meV / (2 * np.pi * hbar**2))**1.5 * 1e-6
broadening = hbar * total_rate(hw) * 1e12 / meV

print(f"temperature {temperature:.0f} K, kT {kT:.3f} meV")
print(f"optical phonon {hw:.0f} meV, N {N:.5f}, hw/kT {hw/kT:.3f}")
print(f"isotropic mass {mass_ratio} m0")
print(f"mass density {density/1000:.2f} g/cm3, sound {sound*100:.2e} cm/s")
print(f"acoustic potential {acoustic_potential:.0f} eV")
print(f"optical coupling {optical_coupling:.1e} eV/cm")
print(f"acoustic rate at E=kT {acoustic(kT):.4f} 1/ps")
print(f"absorption rate at E=kT {absorption(kT):.5f} 1/ps")
print(f"emission rate at E=hw+kT {emission(hw+kT):.4f} 1/ps")
print(f"matrix: {shells} shells, {dirs} directions, {per} cells per hw")
print(f"nullity elastic only {null_elastic}")
print(f"nullity optical only {null_optical}, elastic+optical {null_both}")
print(f"nullity phonons of 12 and 8 cells {null_12_8}")
print(f"nullity phonons of 12 and 13 cells {null_12_13}")
print(f"nullity 37 and 28 meV, 0.25 meV cells {null_37_28}")
for first, last in packet_results:
    print(f"packet mean energy start {first:.2f}, final {last:.2f} meV")
print(f"Maxwellian mean energy 3kT/2 {1.5*kT:.2f} meV")
for a, mean, mu in null_states:
    print(f"p=1+({a:+.1f})cos: energy {mean:.2f} meV, mobility {mu:.0f} cm2/Vs")
print(f"F->0 formula, elastic model: mean energy {E @ n_star:.2f} meV")
print(f"F->0 formula, elastic model: mobility {mobility(n_star):.0f} cm2/Vs")
for t in (1.0, 18.5, 36.0):
    value = np.interp(t, theta, p_star) / p_norm
    print(f"selected p at theta={t:.1f} meV: {value:.3f} (mean 1)")
print(f"solver at {weak_F} V/cm: energy {E @ n_weak:.2f} meV")
print(f"solver at {strong_F:.0f} V/cm: energy {E @ n_strong:.2f} meV")
print(f"solver at {strong_F:.0f} V/cm: mobility {mobility(n_strong):.0f} cm2/Vs")
print(f"Monte Carlo {strong_F:.0f} V/cm, start 5 meV: {mc_low:.2f} meV")
print(f"Monte Carlo {strong_F:.0f} V/cm, start 30 meV: {mc_high:.2f} meV")
print(f"Monte Carlo mobility {mc_mobility:.0f} cm2/Vs")
print(f"with inelastic acoustic, {weak_F} V/cm: {E @ n_weak_ac:.2f} meV")
print(f"with inelastic acoustic, {strong_F:.0f} V/cm: {E @ n_strong_ac:.2f} meV")
print(f"slowest relaxation with inelastic acoustic {relaxation:.0f} ps")
print(f"acoustic D at 3kT/2: formula {acoustic_diffusion(E_test):.4f} meV2/ps")
print(f"acoustic D at 3kT/2: golden rule {golden:.4f} meV2/ps")
print(f"field where both diffusions match at E=kT {cross_F:.1f} V/cm")
print(f"second phonon {second_hw:.0f} meV, coupling {second_coupling:.1e} eV/cm")
print(f"second/first phonon strength, 3 final valleys {second_ratio:.2f}")
print(f"masses long {m_long}, trans {m_trans} m0")
print(f"density-of-states mass {m_dos:.3f}, conductivity mass {m_cond:.3f} m0")
print(f"carriers {carriers:.0e} cm-3, carriers/Nc {carriers/Nc:.1e}")
print(f"collision broadening at E=hw {broadening:.3f} meV")
print("all good")
```

Printed output:

```
temperature 77 K, kT 6.635 meV
optical phonon 37 meV, N 0.00380, hw/kT 5.576
isotropic mass 0.22 m0
mass density 5.32 g/cm3, sound 5.40e+05 cm/s
acoustic potential 11 eV
optical coupling 5.5e+08 eV/cm
acoustic rate at E=kT 0.2266 1/ps
absorption rate at E=kT 0.00142 1/ps
emission rate at E=hw+kT 0.1463 1/ps
matrix: 48 shells, 3 directions, 12 cells per hw
nullity elastic only 48
nullity optical only 12, elastic+optical 12
nullity phonons of 12 and 8 cells 4
nullity phonons of 12 and 13 cells 1
nullity 37 and 28 meV, 0.25 meV cells 4
packet mean energy start 8.00, final 8.34 meV
packet mean energy start 28.00, final 28.21 meV
Maxwellian mean energy 3kT/2 9.95 meV
p=1+(+0.0)cos: energy 9.95 meV, mobility 26262 cm2/Vs
p=1+(+0.8)cos: energy 7.51 meV, mobility 31399 cm2/Vs
p=1+(-0.8)cos: energy 13.12 meV, mobility 19598 cm2/Vs
F->0 formula, elastic model: mean energy 13.95 meV
F->0 formula, elastic model: mobility 21637 cm2/Vs
selected p at theta=1.0 meV: 0.601 (mean 1)
selected p at theta=18.5 meV: 1.694 (mean 1)
selected p at theta=36.0 meV: 1.625 (mean 1)
solver at 0.02 V/cm: energy 13.96 meV
solver at 60 V/cm: energy 16.07 meV
solver at 60 V/cm: mobility 19002 cm2/Vs
Monte Carlo 60 V/cm, start 5 meV: 16.13 meV
Monte Carlo 60 V/cm, start 30 meV: 16.12 meV
Monte Carlo mobility 19174 cm2/Vs
with inelastic acoustic, 0.02 V/cm: 9.95 meV
with inelastic acoustic, 60 V/cm: 14.85 meV
slowest relaxation with inelastic acoustic 225 ps
acoustic D at 3kT/2: formula 0.2015 meV2/ps
acoustic D at 3kT/2: golden rule 0.2000 meV2/ps
field where both diffusions match at E=kT 26.5 V/cm
second phonon 28 meV, coupling 3.0e+08 eV/cm
second/first phonon strength, 3 final valleys 1.18
masses long 1.6, trans 0.08 m0
density-of-states mass 0.217, conductivity mass 0.117 m0
carriers 1e+10 cm-3, carriers/Nc 7.4e-09
collision broadening at E=hw 0.353 meV
all good
```
